# Padé bounds on imaginary-frequency polarizability from static linear solves, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used throughout. The electron has charge $-1$.

## (a) A spectrum with two lines

**Problem.** A system has the polarizability $\alpha(\omega)=\sum_n f_n/(\omega_n^2-\omega^2)$ with oscillator strengths $f_n>0$ and real excitation energies $\omega_n>0$. Define the moments $\mu_k\equiv S(-2k)=\sum_n f_n\,\omega_n^{-2k}$. Show that a single line is recovered exactly from two neighbouring moments. For two lines, show that for real $u$

$$\frac{\mu_1}{1+u^2\mu_2/\mu_1}\;\le\;\alpha(iu)\;\le\;\frac{\mu_1}{1+u^2\mu_1/\mu_0},$$

and find both errors in closed form.

**Solution.** Set $\omega=iu$, $z=u^2$ and $t_n=\omega_n^{-2}$. Dividing numerator and denominator of each term by $\omega_n^2$ gives

$$\alpha(iu)=\sum_n\frac{f_n}{\omega_n^2+u^2}=\sum_n\frac{f_nt_n}{1+zt_n},\qquad \mu_k=\sum_n f_nt_n^k .$$

For one line $\mu_k=f_1t_1^k$, so $\mu_2/\mu_1=\mu_1/\mu_0=t_1$, and both sides of the inequality equal $f_1t_1/(1+zt_1)=\alpha(iu)$.

For two lines, take any $\tau>0$ and write $x=1+zt$, $y=1+z\tau$. Over the common denominator $xy^2$,

$$\frac1x-\frac1y+\frac{x-y}{y^2}=\frac{y^2-xy+x^2-xy}{xy^2}=\frac{(x-y)^2}{xy^2}.$$

Since $x-y=z(t-\tau)$, this reads

$$\frac{1}{1+zt}=\frac{1}{1+z\tau}-\frac{z(t-\tau)}{(1+z\tau)^2}+\frac{z^2(t-\tau)^2}{(1+zt)(1+z\tau)^2}.\tag{1}$$

Multiply (1) at $t=t_n$ by $f_nt_n$ and sum. The middle term is proportional to $\mu_2-\tau\mu_1$ and vanishes for $\tau=\mu_2/\mu_1$. With $L_1=\mu_1/(1+z\mu_2/\mu_1)$,

$$\alpha(iu)-L_1=\frac{z^2}{(1+z\tau)^2}\sum_n\frac{f_nt_n(t_n-\tau)^2}{1+zt_n}\ \ge 0 .$$

For the upper bound multiply (1) by $f_n$ alone. The middle term now vanishes for $\tau_0=\mu_1/\mu_0$, and $\sum_n f_n/(1+zt_n)=\mu_0/(1+z\tau_0)+e$ with $e=z^2(1+z\tau_0)^{-2}\sum_nf_n(t_n-\tau_0)^2/(1+zt_n)\ge0$. The identity $t/(1+zt)=\frac1z\left[1-1/(1+zt)\right]$ turns this into

$$\alpha(iu)=\frac1z\left[\mu_0-\frac{\mu_0}{1+z\tau_0}-e\right]=\frac{\mu_0\tau_0}{1+z\tau_0}-\frac ez=V_1-\frac ez,\qquad V_1=\frac{\mu_1}{1+z\mu_1/\mu_0}.$$

Both bounds replace the spectrum by one effective line and both are exact at $u=0$. The lower one places the line so that the $u^2$ term is right. The upper one places it so that the tail $\mu_0/u^2$ is right. The argument never used that there are two lines. It used $f_n\ge0$, $t_n>0$ and $z>0$.

## (b) The response equations

**Problem.** A finite closed-shell system has real Kohn–Sham orbitals, $H\phi_p=\varepsilon_p\phi_p$, with doubly occupied orbitals $i,j$, empty orbitals $a,b$ and a gap, $\varepsilon_a>\varepsilon_i$. The exchange-correlation potential is local (multiplicative) and adiabatic, so the kernel $f_{xc}=\delta^2E_{xc}/\delta n\,\delta n'$, taken with respect to the total density, does not depend on frequency. Derive the Sternheimer equations for a field along $x$ and reduce $\alpha_{xx}(\omega)$ to one matrix expression.

**Solution.** Let the field be $E(t)=\lambda(e^{-i\omega t}+e^{i\omega t})$ with real $\omega$ away from any resonance. An electron has potential energy $+E(t)\,x$. The total first-order Kohn–Sham potential is $\lambda\,\delta v(\mathbf r)(e^{-i\omega t}+e^{i\omega t})$ with $\delta v=x+\delta v_{Hxc}$ real. Write

$$\psi_i(t)=e^{-i\varepsilon_it}\left[\phi_i+\lambda\left(\psi_i^+e^{-i\omega t}+\psi_i^-e^{i\omega t}\right)\right].$$

Insert this in $i\partial_t\psi_i=[H+\delta v(t)]\psi_i$ and keep order $\lambda$. The terms in $e^{\mp i\omega t}$ give $(\varepsilon_i\pm\omega)\psi_i^\pm=H\psi_i^\pm+\delta v\,\phi_i$, that is

$$(H-\varepsilon_i\mp\omega)\psi_i^\pm=-\delta v\,\phi_i .$$

These equations are real, so $\psi_i^\pm$ are real. The density is $n=2\sum_i|\psi_i|^2$, the 2 counting spin. Its first-order part is $2\lambda\sum_i\phi_i[\psi_i^+e^{-i\omega t}+\psi_i^-e^{i\omega t}+\text{c.c.}]=\lambda\,\delta n\,(e^{-i\omega t}+e^{i\omega t})$ with

$$\delta n=2\sum_i\phi_i\,(\psi_i^++\psi_i^-).$$

The components of $\psi_i^\pm$ along occupied orbitals drop out of $\delta n$. Projecting on $\phi_j$ gives $\langle j|\psi_i^\pm\rangle=-\delta v_{ji}/(\varepsilon_j-\varepsilon_i\mp\omega)$, and the sum of the two is $-2\,\delta v_{ji}(\varepsilon_j-\varepsilon_i)/[(\varepsilon_j-\varepsilon_i)^2-\omega^2]$. This is antisymmetric in $i,j$ and multiplies the symmetric product $\phi_i\phi_j$, so the double sum vanishes. Only the part in the empty space is needed. With $Q=1-\sum_j|j\rangle\langle j|$, which commutes with $H$,

$$(H-\varepsilon_i\mp\omega)\psi_i^\pm=-Q\,(x+\delta v_{Hxc})\,\phi_i,\qquad \delta v_{Hxc}(\mathbf r)=\int\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r')\right]\delta n(\mathbf r')\,d^3r' .$$

These are the Sternheimer equations. They need only occupied orbitals. The empty ones serve below as a basis for writing them as matrices.

Expand $\psi_i^+=\sum_aX_{ia}\phi_a$ and $\psi_i^-=\sum_aY_{ia}\phi_a$, and treat the pair $ia$ as one index. Define $d_{ia}=\langle i|x|a\rangle$, the diagonal matrix $D_{ia,ia}=\varepsilon_a-\varepsilon_i$, and the real symmetric matrix

$$K_{ia,jb}=\iint\phi_i\phi_a(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{xc}\right]\phi_j\phi_b(\mathbf r')\,d^3r\,d^3r' .$$

Since $\delta n=2\sum_{jb}\phi_j\phi_b(X+Y)_{jb}$, the induced potential has elements $\langle a|\delta v_{Hxc}|i\rangle=2[K(X+Y)]_{ia}$. Projecting on $\phi_a$,

$$(D-\omega)X+2K(X+Y)=-d,\qquad (D+\omega)Y+2K(X+Y)=-d.\tag{2}$$

In the usual notation $A=D+2K$ and $B=2K$. Add and subtract the two equations, with $P=X+Y$, $M=X-Y$. The sum is $DP-\omega M+4KP=-2d$ and the difference is $DM-\omega P=0$:

$$WP-\omega M=-2d,\qquad DM=\omega P,\qquad W\equiv D+4K=A+B,\quad D=A-B.\tag{3}$$

The factor 4 in $W$ is a 2 from spin times a 2 from adding the two equations. The induced dipole is $-\int x\,\delta n$ per unit $\lambda(e^{-i\omega t}+e^{i\omega t})$, so $\alpha=-\int x\,\delta n\,d^3r=-2\,d\cdot P$. The gap makes $D$ invertible, $M=\omega D^{-1}P$, and the first equation becomes $(W-\omega^2D^{-1})P=-2d$. Hence

$$\alpha(\omega)=4\,d^{T}\left[W-\omega^2D^{-1}\right]^{-1}d.\tag{4}$$

As a check on the factor, set $K=0$ and $\omega=0$. Then $\alpha=4\sum_{ia}d_{ia}^2/(\varepsilon_a-\varepsilon_i)$, which is the second-order result $2|d|^2/\Delta\varepsilon$ for each of two spins. In a finite basis (4) is a rational function of $\omega^2$, and its value at complex $\omega$ is defined by the same expression, or equally by solving (2) with complex $\omega$. At $\omega=iu$ the matrix is $W+u^2D^{-1}$, which is real.

## (c) Spectral form and the meaning of the moments

**Problem.** Show that (4) has the form assumed in (a) with $f_n\ge0$ and $\omega_n^2>0$ if $W$ is positive definite, and explain what that condition means. Give the Cauchy series, its radius of convergence, and $\mu_0$.

**Solution.** $D$ is diagonal and positive, so $D^{1/2}$ exists. Define the real symmetric matrix $\Omega=D^{1/2}WD^{1/2}$. Then $W-\omega^2D^{-1}=D^{-1/2}(\Omega-\omega^2)D^{-1/2}$, as multiplying out shows, and the inverse is $D^{1/2}(\Omega-\omega^2)^{-1}D^{1/2}$. Let $\Omega F_n=\omega_n^2F_n$ with orthonormal real $F_n$. Inserting $(\Omega-\omega^2)^{-1}=\sum_nF_nF_n^T/(\omega_n^2-\omega^2)$ in (4),

$$\alpha(\omega)=\sum_n\frac{f_n}{\omega_n^2-\omega^2},\qquad f_n=4\left(d^TD^{1/2}F_n\right)^2\ge0 .$$

For any vector $y\neq0$, $y^T\Omega y=(D^{1/2}y)^TW(D^{1/2}y)$, so all $\omega_n^2$ are positive exactly when $W$ is positive definite.

That condition says the self-consistent solution is a minimum with respect to real orbital rotations that keep every orbital doubly occupied; rotations that break spin symmetry are not probed by $W$. Rotate the orbitals, keeping them orthonormal to second order: $\phi_i'=\phi_i+\epsilon\sum_a\kappa_{ia}\phi_a-\frac{\epsilon^2}{2}\sum_j(\kappa\kappa^T)_{ij}\phi_j$ with real $\kappa$. Expanding the energy functional about the ground-state density, the change is $2\sum_i\delta\langle\phi_i'|H|\phi_i'\rangle$ with fixed $H$, plus half the kernel contracted twice with the first-order density $4\epsilon\sum\kappa_{ia}\phi_i\phi_a$. The first piece is $2\epsilon^2\sum_{ia}\kappa_{ia}^2(\varepsilon_a-\varepsilon_i)=2\epsilon^2\kappa^TD\kappa$, and the second is $\frac12\cdot16\,\epsilon^2\kappa^TK\kappa$. The total is $2\epsilon^2\kappa^TW\kappa$. A negative eigenvalue of $W$ means the self-consistent solution is not a minimum, since some rotation lowers the energy. Some $\omega_n^2$ is then negative. If that line has $f_n\ne0$, $\alpha(iu)$ has a pole at real $u$ and the bounds below fail. If it has $f_n=0$, it does not enter $\alpha$.

The $f_n$ here belong to one direction. The mean over $x,y,z$ gives the usual oscillator strength and the isotropic polarizability. It is again non-negative, so the bounds below apply to the mean as well, with the moments averaged over the three directions.

Expanding $t_n/(1-\omega^2t_n)$ as a geometric series gives the Cauchy series

$$\alpha(\omega)=\sum_{k\ge0}\mu_{k+1}\,\omega^{2k},\qquad \alpha(iu)=\sum_{k\ge0}\mu_{k+1}(-z)^k .$$

It converges when $|\omega|^2t_n<1$ for every line with $f_n\ne0$, that is for $|\omega|$ below the lowest bright excitation energy. The radius is the same along the imaginary axis, although $\alpha(iu)$ is smooth and positive for all $u$. The series is therefore useless over most of the range of $u$.

The zeroth moment needs no solve. Completeness of the $F_n$ gives $\mu_0=\sum_nf_n=4\,d^TDd$, in which the kernel does not appear. In a complete basis this is the number of electrons $N_e$. For $H=p^2/2+v(\mathbf r)$, $[H,x]=-ip_x$ and $[x,[H,x]]=-i[x,p_x]=1$. The expectation value in $\phi_i$, with a complete set inserted, is $2\sum_p(\varepsilon_p-\varepsilon_i)|\langle i|x|p\rangle|^2=1$. Summing over the $N_e/2$ occupied $i$, the terms with $p$ occupied cancel in pairs, and $2\,d^TDd=N_e/2$, so $\mu_0=N_e$, the Thomas–Reiche–Kuhn sum rule. In a finite basis the inserted set is incomplete and $\mu_0$ can differ considerably from $N_e$.

## (d) The recursion and the doubling rule

**Problem.** Obtain all $\mu_k$, $k\ge1$, from static linear equations, without diagonalization. Show that $N$ coupled solves give the $2N$ moments $\mu_1,\dots,\mu_{2N}$.

**Solution.** Changing the sign of $\omega$ in (2) exchanges $X$ and $Y$, so $P$ is even in $\omega$ and $M$ is odd. Write

$$P=-2\sum_{k\ge0}\omega^{2k}p_k,\qquad M=-2\sum_{k\ge0}\omega^{2k+1}m_k .$$

In $DM=\omega P$ the coefficient of $\omega^{2k+1}$ gives $Dm_k=p_k$. In $WP-\omega M=-2d$ the coefficient of $\omega^0$ gives $Wp_0=d$, and that of $\omega^{2k+2}$ gives $Wp_{k+1}-m_k=0$. From $\alpha=-2d\cdot P=4\sum_k\omega^{2k}d\cdot p_k$ and the Cauchy series,

$$Wp_0=d,\qquad Dm_k=p_k,\qquad Wp_{k+1}=m_k,\qquad \mu_{k+1}=4\,d\cdot p_k.\tag{5}$$

In terms of functions in the empty space, one for each occupied orbital, the step with $D$ is the uncoupled equation $(H-\varepsilon_i)m_{k,i}=p_{k,i}$. The step with $W$ is the self-consistent static equation $(H-\varepsilon_i)p_{k+1,i}+2Q\,\delta v_{Hxc}[n_{k+1}]\phi_i=m_{k,i}$ with $n_{k+1}=2\sum_j\phi_jp_{k+1,j}$, because $\langle a|\delta v_{Hxc}[n]|i\rangle=2(Kp)_{ia}$ and $W=D+4K$. Only the right-hand side changes from step to step. Both operators are symmetric and positive definite, so conjugate gradients apply and need only the action of $W$ on a vector. The first step is the ordinary static polarizability calculation, $\mu_1=\alpha(0)$.

For the doubling rule set $T=W^{-1}D^{-1}$. Then (5) is solved by $p_k=T^kW^{-1}d$ and $m_k=D^{-1}p_k$. Because $W$ and $D$ are symmetric, $p_j^T=d^TW^{-1}(D^{-1}W^{-1})^j$. Regrouping the factors, $W^{-1}(D^{-1}W^{-1})^jD^{-1}=(W^{-1}D^{-1})^{j+1}=T^{j+1}$, so

$$4\,p_j\cdot m_k=4\,d^TT^{j+1}T^kW^{-1}d=4\,d\cdot p_{j+k+1}=\mu_{j+k+2}.\tag{6}$$

After $N$ coupled solves $p_0,\dots,p_{N-1}$ are known, and $m_0,\dots,m_{N-1}$ follow from the cheap uncoupled step. The highest moment is $\mu_{2N}$, at $j=k=N-1$. The next one, $\mu_{2N+1}$, needs $j+k=2N-1$ and so an index equal to at least $N$, which costs one more coupled solve.

The recursion rests on the adiabatic assumption. If $f_{xc}$ depended on $\omega$, then $W=W_0+\omega^2W_1+\dots$, the third equation of (5) would acquire the terms $-W_1p_k-\dots$, and the proof of $f_n\ge0$ in (c) would fail, since $\Omega$ would no longer be one fixed symmetric matrix. It also rests on the gap. Without a gap $D^{-1}$ is unbounded. If in addition bright lines reach down to zero energy, the $t_n$ are unbounded and the Cauchy series has zero radius of convergence. The moment $\mu_1=4d^TW^{-1}d$ can then still be finite while higher moments diverge.

## (e) Gauss quadrature from moments

**Problem.** Let masses $a_n>0$ sit at points $t_n\ge0$, at least $N$ of the distinct points being positive, with moments $\sigma_k=\sum_na_nt_n^k$ and $F(z)=\sum_na_n/(1+zt_n)$. From $\sigma_0,\dots,\sigma_{2N-1}$ alone, construct nodes $\tau_i>0$ and weights $w_i>0$, $i=1,\dots,N$, with $\sum_iw_i\tau_i^k=\sigma_k$ for $k\le2N-1$. Show that $G_N(z)=\sum_iw_i/(1+z\tau_i)$ is the $[N-1/N]$ Padé approximant of $F$.

**Solution.** For polynomials define $\langle q,r\rangle=\sum_na_nq(t_n)r(t_n)$. Let $\mathcal P$ be the space of polynomials of degree at most $N-1$, and represent $q=\sum_{j=0}^{N-1}y_jt^j$ by the vector $y$. The Hankel matrices $(H_0)_{jk}=\sigma_{j+k}$ and $(H_1)_{jk}=\sigma_{j+k+1}$ contain only the given moments, and

$$y^TH_0y=\sum_na_nq(t_n)^2,\qquad y^TH_1y=\sum_na_nt_nq(t_n)^2 .$$

A nonzero $q\in\mathcal P$ has at most $N-1$ zeros and cannot vanish at $N$ positive points, so both forms are positive definite. The generalized eigenproblem

$$H_1y=\tau H_0y$$

therefore has $N$ solutions with $y_i^TH_0y_j=\delta_{ij}$. Each eigenvalue $\tau_i=y_i^TH_1y_i/y_i^TH_0y_i$ is positive and is a weighted average of the $t_n$, so $0<\tau_i\le t_{\max}$.

Let $q_i$ be the polynomial of $y_i$. For any $r\in\mathcal P$ with vector $s$, $\langle r,(t-\tau_i)q_i\rangle=s^T(H_1-\tau_iH_0)y_i=0$. The nonzero polynomial $(t-\tau_i)q_i$ is thus orthogonal to all of $\mathcal P$. It cannot lie in $\mathcal P$, since it would be orthogonal to itself, so its degree is exactly $N$. The monic polynomial $\pi$ of degree $N$ orthogonal to $\mathcal P$ is unique, because the difference of two such lies in $\mathcal P$ and is orthogonal to itself. Hence $(t-\tau_i)q_i=\gamma_i\pi$ with $\gamma_i\ne0$, and each $\tau_i$ is a zero of $\pi$. The nodes are distinct, for $\tau_i=\tau_j$ would make $q_i$ proportional to $q_j$, contrary to orthonormality. So $\pi(t)=\prod_i(t-\tau_i)$, and $q_i$ is proportional to the Lagrange polynomial $\ell_i\in\mathcal P$ with $\ell_i(\tau_j)=\delta_{ij}$.

Define $w_i=\langle1,\ell_i\rangle$. Any $r\in\mathcal P$ equals $\sum_ir(\tau_i)\ell_i$, so $\langle1,r\rangle=\sum_iw_ir(\tau_i)$. Any polynomial $h$ of degree at most $2N-1$ can be divided, $h=s\pi+r$ with $s,r\in\mathcal P$. Then $\langle1,s\pi\rangle=\langle s,\pi\rangle=0$ and $h(\tau_i)=r(\tau_i)$, so

$$\sum_na_nh(t_n)=\sum_iw_ih(\tau_i)\qquad(\deg h\le2N-1).\tag{7}$$

Taking $h=t^k$ gives the moments. Taking $h=\ell_i^2$, of degree $2N-2$, gives $w_i=\langle\ell_i,\ell_i\rangle>0$. The normalized polynomial is then $q_i=\pm\ell_i/\sqrt{w_i}$, so $\langle1,q_i\rangle^2=w_i$, which yields the practical formula $w_i=\left(\sum_jy_{i,j}\sigma_j\right)^2$.

The $[L/M]$ Padé approximant of a power series is a ratio of polynomials of degrees at most $L$ and $M$, the denominator nonzero at $z=0$, that agrees with the series through $z^{L+M}$. It is unique: if $P_1/Q_1$ and $P_2/Q_2$ both qualify, $P_1Q_2-P_2Q_1$ has degree at most $L+M$ and is $O(z^{L+M+1})$, so it vanishes. Over the common denominator $\prod_i(1+z\tau_i)$, $G_N$ has degrees $N-1$ and $N$. Its Taylor coefficients are $(-1)^k\sum_iw_i\tau_i^k$, equal to those of $F$, $(-1)^k\sigma_k$, through $k=2N-1=L+M$. So $G_N=[N-1/N]_F$. Its poles lie at $z=-1/\tau_i<0$, never at real $u$.

For the masses $a_n=f_nt_n$, where $\sigma_k=\mu_{k+1}$, the Hankel matrices are Gram matrices of the recursion vectors. By (5) and (6), $4p_j^TWp_k=\mu_{j+k+1}=(H_0)_{jk}$ and $4p_j^TD^{-1}p_k=\mu_{j+k+2}=(H_1)_{jk}$. The eigenproblem is then the projection of $D^{-1}x=tWx$, the equation for the poles of (4), onto the span of $p_0,\dots,p_{N-1}$.

## (f) The sign of the error

**Problem.** Show that $G_N(z)\le F(z)$ for all $z>0$ and give the error in closed form.

**Solution.** Fix $z>0$. The point $t=-1/z$ is negative, so $\pi(-1/z)\ne0$, and $\pi(-1/z)^2=\prod_i(1/z+\tau_i)^2=z^{-2N}\prod_i(1+z\tau_i)^2$. Define

$$h(t)=\frac{1}{1+zt}\left[1-\frac{\pi(t)^2}{\pi(-1/z)^2}\right].$$

The bracket is a polynomial of degree $2N$ that vanishes at $t=-1/z$, so it is divisible by $1+zt$, and $h$ is a polynomial of degree $2N-1$. At the nodes $\pi=0$, so $h(\tau_i)=1/(1+z\tau_i)$. Rule (7) then gives $\sum_na_nh(t_n)=G_N(z)$. Writing out the left side from the definition of $h$,

$$F(z)-G_N(z)=\frac{z^{2N}}{\prod_i(1+z\tau_i)^2}\sum_n\frac{a_n\,\pi(t_n)^2}{1+zt_n}\ \ge0.\tag{8}$$

For $N=1$, $\pi=t-\tau$ and (8) is the error found in (a). The inequality is strict when there are more than $N$ distinct points, and $G_N=F$ when there are exactly $N$, since the nodes are then the points themselves: $\prod_n(t-t_n)$ vanishes on every point, is orthogonal to everything, and so is $\pi$. At small $z$ the error is $O(z^{2N})$. Nothing in (e) and (f) changes if the sum over $n$ includes an integral over a continuum, provided the moments are finite.

## (g) Bounds on $\alpha(iu)$ and their ordering

**Problem.** Apply (f) to $F_m(z)=\sum_nf_nt_n^m/(1+zt_n)$, $m=0,1,2$, to obtain one lower and two upper bounds on $\alpha(iu)$. Identify them as Padé approximants, find their behaviour at large $u$, and order them. Decide what happens at real frequency and for off-diagonal components.

The moments $\mu_k$ now follow from static linear solves, and the approximant $G_N$ built from $2N$ moments is a lower bound on $F$ with the closed-form error (8). It remains to turn this into bounds on $\alpha(iu)$, to bracket the dispersion coefficient $C_6$, and to test the results on hydrogen fluoride.
